# The constant 19/30 in the s-state Lamb shift by cutoff matching

## A case that can be solved completely

Take an integral with a small scale $\Delta$ and a large scale $m$:
$$I=\int_0^\infty\frac{m\,dk}{(k+\Delta)(k+m)}=\frac{m}{m-\Delta}\ln\frac m\Delta .$$
Split it at $K$ with $\Delta\ll K\ll m$. Below $K$ replace $m/(k+m)$ by 1; above $K$ drop $\Delta$. The two pieces are
$$\ln\frac{K+\Delta}{\Delta}+\ln\frac{K+m}{K}=\ln\frac m\Delta+\ln\Big(1+\frac\Delta K\Big)+\ln\Big(1+\frac Km\Big).$$
The cutoff cancels up to terms of order $\Delta/K$ and $K/m$. If the factor $m/(k+m)$ is squared, the upper piece becomes $\ln(m/K)-1$ in the same limit. The logarithm is unchanged, but the constant is new: it records how the integrand behaves at $k\sim m$.

In an atom, $\Delta$ is an excitation energy, of order $(Z\alpha)^2m$. The region $k\sim m$ needs the relativistic vertex.

## Statement

Units are $\hbar=c=1$, with $e^2=4\pi\alpha$ and metric $(+,-,-,-)$. An electron of mass $m$ moves in $V=-Z\alpha/r$ around a fixed point charge. Let $\Delta_n=E_n-E_0$ be measured from the s state considered, let $\mathbf p_n$ be the momentum matrix element from that state to state $n$, and define
$$\ln k_0=\frac{\sum_n|\mathbf p_n|^2\Delta_n\ln\dfrac{2|\Delta_n|}{(Z\alpha)^2m}}{\sum_n|\mathbf p_n|^2\Delta_n}.$$

**Theorem.** For $Z\alpha\ll1$, one-loop self-energy and electron vacuum polarization shift an s state of principal quantum number $n$, at order $\alpha(Z\alpha)^4m$, by
$$\Delta E=\frac{4\alpha(Z\alpha)^4m}{3\pi n^3}\left[\ln\frac1{(Z\alpha)^2}-\ln k_0+\frac{19}{30}\right].$$

Recoil, nuclear size, two-loop terms and order $\alpha(Z\alpha)^5$ are omitted. Choose $K$ with $(Z\alpha)^2m\ll K\ll m$. Each contribution is written as $\frac{4Z\alpha^2}{3m^2}|\psi(0)|^2$ times a *bracket*. Since $|\psi(0)|^2=(Z\alpha m)^3/(\pi n^3)$, this factor is the prefactor of the theorem.

## Photons below the cutoff

**Lemma 1.** The bracket from $k<K$ is $\ln\dfrac{2K}{(Z\alpha)^2m}-\ln k_0$.

*Proof.* The coupling is $e\,\mathbf p\cdot\mathbf A/m$. Its factors $e^{\pm i\mathbf k\cdot\mathbf r}$ shift the electron momentum by $\mathbf k$ and change the energy denominator by $k^2/2m-\mathbf p\cdot\mathbf k/m$, which is small compared with $k$ for a slow electron and $k\ll m$. In the difference between bound and free electron taken below, this gives only corrections that vanish with $K/m$ and $Z\alpha$, even where the wavelength is shorter than the atom. The dipole form, without these factors, therefore suffices. The polarization sum and angular average give $2/3$, and second-order perturbation theory gives
$$-\frac{e^2}{m^2}\,\frac23\int\frac{d^3k}{(2\pi)^32k}\sum_n\frac{|\mathbf p_n|^2}{\Delta_n+k}
=-\frac{2\alpha}{3\pi m^2}\int_0^K k\,dk\sum_n\frac{|\mathbf p_n|^2}{\Delta_n+k}.$$
A free electron has the same expression with $\Delta_n=0$. That part is already contained in the observed mass and is subtracted. Because $1-k/(\Delta_n+k)=\Delta_n/(\Delta_n+k)$, there remains
$$\frac{2\alpha}{3\pi m^2}\int_0^K dk\sum_n\frac{|\mathbf p_n|^2\Delta_n}{\Delta_n+k}
\simeq\frac{2\alpha}{3\pi m^2}\sum_n|\mathbf p_n|^2\Delta_n\ln\frac K{|\Delta_n|},$$
with a principal value if $\Delta_n<0$. The weight follows from a double commutator:
$$2\sum_n|\mathbf p_n|^2\Delta_n=\langle[p_i,[H,p_i]]\rangle=\langle\nabla^2V\rangle=4\pi Z\alpha|\psi(0)|^2 .$$
So the prefactor is $\frac{2\alpha}{3\pi m^2}\,2\pi Z\alpha|\psi(0)|^2=\frac{4Z\alpha^2}{3m^2}|\psi(0)|^2$, and the definition of $k_0$ gives the bracket. ∎

**Remark (finite cutoff, 1s).** Use Coulomb units, with $(Z\alpha)^2m$ as energy unit. Then $\sum|\mathbf p_n|^2\Delta_n=2$ and $|\psi(0)|^2=1/\pi$. From $\Delta/(\Delta+k)=\Delta/k-\Delta^2/[k(\Delta+k)]$ and $\Delta_n\mathbf p_n=i(\nabla V)_n$,
$$\sum_n\frac{|\mathbf p_n|^2\Delta_n}{\Delta_n+k}=\frac2k-\frac1k\Big\langle\nabla V\,\frac1{H-E_0+k}\,\nabla V\Big\rangle .$$
At large $k$ the propagator is free and $\psi\to\psi(0)$, so the expectation value becomes
$$\frac1\pi\int\frac{d^3q}{(2\pi)^3}\frac{16\pi^2}{q^2}\frac1{q^2/2+k}=\frac8\pi\int_0^\infty\frac{dq}{q^2/2+k}=\frac{4\sqrt2}{\sqrt k}.$$
The bracket is half the $k$ integral. It therefore exceeds its logarithmic law by $\int_K^\infty2\sqrt2\,k^{-3/2}dk=4\sqrt2/\sqrt K$, which is $4\sqrt2\,Z\alpha\sqrt{m/K}$ in ordinary units. At fixed $K/m$ this term is of relative order $Z\alpha$ and belongs to the next order of the shift. The cancellation of $K$ proved here concerns the leading order.

## Reduction of the high part to a form factor

For $k>K$ the photon energy far exceeds the binding energy, and one Coulomb exchange suffices at this order. Let $q=p'-p$, with $q^2=-\mathbf q^2$. The vertex is $F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2m$. In the frame $\mathbf p=-\mathbf q/2$, $\mathbf p'=\mathbf q/2$, explicit spinors give, for equal spins,
$$\bar u'\gamma^0u=E+m-\frac{\mathbf p^2}{E+m}=2m,\qquad \bar u'u=E+m+\frac{\mathbf p^2}{E+m}=2E .$$
With $P=p+p'$, the Gordon identity $i\sigma^{\mu\nu}q_\nu=2m\gamma^\mu-P^\mu$ (between spinors) gives $4m^2-4E^2=-\mathbf q^2$ for the time component. The charge vertex is therefore $2m\,G_E$, where
$$G_E=F_1+\frac{q^2}{4m^2}F_2 .$$
In other frames $F_2$ adds a spin-orbit term, whose expectation value vanishes in an s state. Write
$$\delta G_E=-\frac{\alpha}{3\pi}\frac{\mathbf q^2}{m^2}B .$$
Multiplication by $V(\mathbf q)=-4\pi Z\alpha/\mathbf q^2$ gives $\frac{4Z\alpha^2}{3m^2}B$, independent of $\mathbf q$. This is a contact potential, so $B$ is the bracket.

## The vertex with a massive photon

**Lemma 2.** For photon mass $\lambda\to0$,
$$F_1'(0)=\frac{\alpha}{3\pi m^2}\Big(\ln\frac m\lambda-\frac38\Big),\qquad F_2(0)=\frac\alpha{2\pi},\qquad B=\ln\frac m\lambda .$$

*Proof.* In Feynman gauge the loop is
$$\Lambda^\mu=-ie^2\int\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\not a+m)\gamma^\mu(\not b+m)\gamma_\nu}{(k^2-\lambda^2)(a^2-m^2)(b^2-m^2)},$$
where $a=p'-k$ and $b=p-k$. Give the factors with $b$, $a$ and the photon the Feynman parameters $x$, $y$ and $1-w$, where $w=x+y$. With $\ell=k-xp-yp'$ the combined denominator is $(\ell^2-D)^3$, where
$$D=m^2w^2-xyq^2+\lambda^2(1-w),$$
since $2p\cdot p'=2m^2-q^2$.

The contraction over $\nu$ turns the numerator into $-2\not b\gamma^\mu\not a+4m(a+b)^\mu-2m^2\gamma^\mu$. Its part quadratic in $\ell$ averages to $\ell^2\gamma^\mu$. In the rest, $a=(1-y)p'-xp$ and $b=(1-x)p-yp'$. Between spinors,
$$\not p\gamma^\mu=2p^\mu-m\gamma^\mu,\quad \gamma^\mu\not p'=2p'^\mu-m\gamma^\mu,\quad \not p\gamma^\mu\not p'=2mP^\mu-(3m^2-q^2)\gamma^\mu .$$
After symmetrization in $x,y$, the coefficient of $P^\mu$ is
$$m\{-4(1-x)(1-y)+2[x(1-x)+y(1-y)]+4(1-w)\}=2mw(1-w).$$
The coefficient of $\gamma^\mu$ is
$$2(1-x)(1-y)(3m^2-q^2)-2m^2[x(1-x)+y(1-y)+xy+1],$$
which equals $m^2(4-8w+2w^2)-2q^2(1-x)(1-y)$. Replacing $P^\mu$ by the Gordon identity adds $4m^2w(1-w)$ to the coefficient of $\gamma^\mu$ and gives $-4m^2w(1-w)$ as coefficient of $i\sigma^{\mu\nu}q_\nu/2m$.

Rotation to Euclidean momentum gives $\int d^4\ell\,(2\pi)^{-4}(\ell^2-D)^{-3}=-i/(32\pi^2D)$. With the factor 2 of the Feynman formula, each term without $\ell^2$ is multiplied by $-\alpha/(4\pi D)$. The $\ell^2$ term gives $-(\alpha/2\pi)\ln D$ plus a divergent constant independent of $q^2$. Hence
$$F_2(0)=\frac\alpha\pi\int_0^1w\,dw\,\frac{w(1-w)}{w^2}=\frac\alpha{2\pi},$$
$$F_1=\text{const}+\frac\alpha{2\pi}\int dx\,dy\left[-\ln D+\frac{m^2(w^2+2w-2)+q^2(1-x)(1-y)}D\right].$$

Set $m=1$ and differentiate at $q^2=0$, using $\partial D/\partial q^2=-xy$. At fixed $w$, $\int xy\,dx=w^3/6$ and $\int(1-x)(1-y)dx=w(1-w)+w^3/6$. Therefore
$$F_1'(0)=\frac\alpha{2\pi}\int_0^1dw\left[\frac{w^3}{3D}+\frac{w(1-w)}D+\frac{(w^2+2w-2)w^3}{6D^2}\right].$$
For small $\lambda$, $D\simeq w^2+\lambda^2$ where the mass matters. The first term gives $1/6$ and the second $\ln(1/\lambda)-1$. The third gives $\frac5{12}-\frac13[\ln(1/\lambda)-\frac12]$. The sum is $\frac23\ln(1/\lambda)-\frac14=\frac23[\ln(1/\lambda)-\frac38]$.

Finally $F_2(0)/4m^2=\alpha/(8\pi m^2)=\frac{\alpha}{3\pi m^2}\cdot\frac38$, so the two constants cancel in $G_E$. ∎

## From photon mass to momentum cutoff

**Lemma 3.** For massless photons with $k>K$, $B=\ln\dfrac m{2K}+\dfrac56$.

*Proof.* Subtract the part $k<K$ from Lemma 2. For soft photons the numerator tends to $4p\cdot p'\gamma^\mu$ and the electron denominators to $-2p'\cdot k$ and $-2p\cdot k$. The $k_0$ integral, closed around the pole $k_0=\omega=\sqrt{k^2+\lambda^2}$, gives a vertex factor
$$-e^2\int\frac{d^3k}{(2\pi)^32\omega}\frac{p\cdot p'}{(p\cdot k)(p'\cdot k)} .$$
By the Ward identity each external leg contributes minus half the corresponding forward factor ($p'=p$). Together,
$$\delta G_E^{\rm soft}=\frac{e^2}2\int\frac{d^3k}{(2\pi)^32\omega}J^2,\qquad J^\mu=\frac{p'^\mu}{p'\cdot k}-\frac{p^\mu}{p\cdot k}.$$
For slow electrons with velocity change $\mathbf u=\mathbf q/m$, $J^0\simeq\mathbf k\cdot\mathbf u/\omega^2$ and $\mathbf J\simeq\mathbf u/\omega$. The angular average of $-J^2$ is $(\mathbf u^2/\omega^2)(1-k^2/3\omega^2)$. Since $e^2\cdot4\pi/[4(2\pi)^3]=\alpha/2\pi$,
$$B_{\rm soft}=\frac32\int_0^K\frac{k^2dk}{\omega^3}\Big(1-\frac{k^2}{3\omega^2}\Big).$$
Put $k=\lambda\sinh t$ and $L=\ln(2K/\lambda)$. The integrals of $\tanh^2t$ and $\tanh^4t$ tend to $L-1$ and $L-\frac43$, so
$$B_{\rm soft}=\frac32\Big[L-1-\frac13\Big(L-\frac43\Big)\Big]=\ln\frac{2K}\lambda-\frac56 .$$
Subtraction removes $\lambda$, and above $K$ the photon mass may be set to zero. Corrections vanish as $K/m\to0$. ∎

At $\lambda=0$ the angular factor is $2/3$, the same as for the transverse photons of Lemma 1, so the two regions join without a gap or an overlap.

**Remark (external legs).** Let $\mathbf v=\mathbf u/2$, so the velocities are $\mp\mathbf v$, and let $\eta=k/\omega$. At order $\mathbf v^2$ the averaged vertex factor is $1+\eta^2/3$ and the two legs supply $1-\eta^2$. Their shares of $B_{\rm soft}$ are $L-\frac{13}{12}$ and $\frac14$. For these velocities, omitting the legs would replace $\frac56$ by $\frac{13}{12}$. The split depends on the kinematics: in elastic scattering at speed $|\mathbf v|$ the legs supply $\mathbf v^2/\mathbf u^2$, which is $\frac12$ at a right angle, and only the sum $L-\frac56$ is independent of the angle. They matter because a bound on spatial momentum is not Lorentz invariant: the leg factor of a moving electron then depends on its velocity.

## Vacuum polarization

**Lemma 4.** Vacuum polarization contributes the bracket $-\frac15$.

*Proof.* Set $m=1$. A static potential energy $V(\mathbf q)$ acting on the Dirac sea induces the number density $-\chi V$, with
$$\chi=2\int\frac{d^3p}{(2\pi)^3}\,\frac{1-(\mathbf p_1\cdot\mathbf p_2+1)/(E_1E_2)}{E_1+E_2},\qquad \mathbf p_{1,2}=\mathbf p\pm\frac{\mathbf q}2 .$$
The numerator is the trace of the product of a positive-energy and a negative-energy projector. Let $\varepsilon^2=\mathbf p^2+1$, $t=\mathbf q^2/\varepsilon^2$, $\beta=(\mathbf p\cdot\hat{\mathbf q})^2/\varepsilon^2$ and $g=\frac12-\beta$. Then
$$\frac{E_1E_2}{\varepsilon^2}=\sqrt{\Big(1+\frac t4\Big)^2-\beta t}=1+\frac{gt}2+t^2\Big(\frac1{32}-\frac{g^2}8\Big)+\dots$$
With $\mathbf p_1\cdot\mathbf p_2+1=\varepsilon^2(1-t/4)$, the numerator is
$$\frac{1+2g}4t-\Big(\frac{3g^2}8+\frac g8-\frac1{32}\Big)t^2,$$
while $1/(E_1+E_2)=\frac1{2\varepsilon}[1-\frac{1+2g}{16}t+\dots]$. The $t^2$ term of the quotient is
$$\frac{t^2}{2\varepsilon}\Big(-\frac3{16}+\frac{5\beta}8-\frac{7\beta^2}{16}\Big).$$
Averaging replaces $\beta$ by $p^2/3\varepsilon^2$ and $\beta^2$ by $p^4/5\varepsilon^4$. The integrals of $p^2/\varepsilon^5$, $p^4/\varepsilon^7$ and $p^6/\varepsilon^9$ are $\frac13,\frac15,\frac17$. The radial integral is therefore
$$\frac12\Big(-\frac1{16}+\frac1{24}-\frac1{80}\Big)=-\frac1{60},$$
and with the factor $2\cdot4\pi/(2\pi)^3=1/\pi^2$ the $\mathbf q^4$ term of $\chi$ is $-\mathbf q^4/(60\pi^2)$.

The induced density acts back through the electron repulsion $4\pi\alpha/\mathbf q^2$, so $\delta V/V=-4\pi\alpha\chi/\mathbf q^2$. The divergent $\mathbf q^2$ term of $\chi$ rescales the charge and is absorbed in its observed value. What remains is $\delta V/V=\alpha\mathbf q^2/(15\pi m^2)$. Comparison with $-(\alpha/3\pi)(\mathbf q^2/m^2)B$ gives $B=-\frac15$. ∎

## Proof of the theorem

Adding Lemmas 1, 3 and 4,
$$\ln\frac{2K}{(Z\alpha)^2m}-\ln k_0+\ln\frac m{2K}+\frac56-\frac15=\ln\frac1{(Z\alpha)^2}-\ln k_0+\frac{19}{30}.$$
Both $K$ and its factor 2 cancel. Listed by origin, the constant is $-\frac38$ from $F_1$, $+\frac38$ from $F_2$, $+\frac56$ from the change of infrared regulator and $-\frac15$ from vacuum polarization. The last two lemmas give contact terms, so the constant is common to all s states; the state enters through $|\psi(0)|^2$ and $k_0$. ∎

The number is tied to the definition of $k_0$. If excitation energies were measured in units of $(Z\alpha)^2m$, the constant would become $\frac{19}{30}-\ln2$ with an unchanged shift.

## Numerical reading

The high part was also integrated directly from the one-loop vertex and its external-leg factor, with a massless photon and $k>K$, without Feynman parameters. At $K/m=10^{-5}$ the constant beyond $\ln(m/2K)$ is 0.83334, against $\frac56=0.83333$. This tests Lemmas 2 and 3 together.

For the 1s state the Coulomb resolvent gives $\ln k_0=2.98413$. At $K=100$ Coulomb units the low bracket is 2.783944, both from the resolvent and from a diagonalization. Raising $K$ from $10^5$ to $10^6$ Coulomb units changes the low part by $+2.30279$, after removal of the predicted square-root term. Raising $K/m$ from $10^{-5}$ to $10^{-4}$ changes the high part by $-2.30256$. Both are tenfold steps, to be compared with $\ln10=2.30259$.

Now take a model centre with $Z\alpha=0.01$. At $K=0.01m$ the leading brackets are 2.3142 (low), 4.7454 (high) and $-0.2$; their sum, taken before rounding, is 6.8595. The same sum follows without $K$:
$$9.2103-2.9841+0.6333=6.8595 .$$
The prefactor is 3.8267 GHz, so the 1s shift is
$$3.8267\times6.8595\ \text{GHz}\approx26.25\ \text{GHz},$$
or $1.086\times10^{-4}$ eV. The constant $\frac{19}{30}$ supplies 2.42 GHz, about 9% of it.

These digits evaluate the leading formula; they do not measure its accuracy. At this same cutoff, 100 Coulomb units, the low part computed from the dipole expression exceeds its logarithmic law by 0.470, about 7% of the total bracket. The leading estimate $4\sqrt2/\sqrt{100}=0.566$ is still rough there. At $K=10^6$ units the excess times $\sqrt K$ is 5.629, within 0.6% of the predicted 5.657. With $Z\alpha=0.01$ such a cutoff would lie above $m$, so that value tests the asymptotic law of the dipole expression and is not a usable matching point. A consistent treatment of the excess requires the full order $\alpha(Z\alpha)^5$, including two Coulomb exchanges in the high part. The excess depends on $K$ and must cancel there, so the 7% is not the error of the formula. The known coefficients of order $\alpha(Z\alpha)^5$, quoted from the literature and not derived here, change the bracket at $Z\alpha=0.01$ by about 0.07, or 1%.

## Numbers as computed

```
CONSTANTS (dimensionless brackets)
direct loop, K/m=1e-05: high part = 11.65311
direct loop, K/m=1e-04: high part = 9.35055
direct loop constant beyond ln(m/2K) = 0.83334
F1 constant beyond ln(m/lambda) = -0.37498
F2 share (direct loop minus F1 share) = 0.37498
soft constant beyond ln(2K/lambda) = -0.83333
vacuum polarization = -0.20000
assembled constant, computed = 0.63334
19/30 = 0.63333
LOW PART, 1s (K in units of (Z alpha)^2 m)
Bethe logarithm ln k0(1s) = 2.98413
K=100: resolvent = 2.783944, diagonalized = 2.783944
K=1e+02: low = 2.78394, beyond log law = 0.46975
K=1e+04: low = 6.97410, beyond log law = 0.05473
K=1e+05: low = 9.23960, beyond log law = 0.01766
K=1e+06: low = 11.53016, beyond log law = 0.00563
remainder*sqrt(K) at K=1e6 = 5.6279
predicted 4 sqrt(2) = 5.6569
K raised tenfold: low part changes by 2.30279
K raised tenfold: high part changes by -2.30256
EXAMPLE: model Coulomb centre, 1s
Z alpha = 0.01
alpha = 0.007297353
electron rest energy = 510998.951 eV
leading-order brackets at three cutoffs:
K/m=0.001: low 0.0116, high 7.0479, VP -0.2000, sum 6.8595
K/m=0.010: low 2.3142, high 4.7454, VP -0.2000, sum 6.8595
K/m=0.100: low 4.6168, high 2.4428, VP -0.2000, sum 6.8595
ln (Z alpha)^-2 = 9.21034
total bracket = 6.85955
prefactor = 3.82674 GHz
share of 19/30 = 2.4236 GHz
1s shift = 26.2497 GHz
1s shift = 1.08560e-04 eV
```
